# Chebyshev density of states for a disordered s-orbital lattice

## Definitions and conventions

Let $H$ be the real symmetric Hamiltonian of $N$ sites with one orthonormal s orbital each, and let $\varepsilon_k$ be its eigenvalues. The density of states per site and per spin is

$$\rho(E)=\frac1N\sum_{k=1}^{N}\delta(E-\varepsilon_k),\qquad \int\rho\,dE=1 .$$

The sites form a periodic simple cubic lattice with spacing $d=0.33$ nm and $L$ sites along each edge. Site energies are independent and uniform in $[-W/2,W/2]$, with $W=2$ eV. Nearest neighbours are coupled by $-t\,e^{-\delta/\lambda}$, with $t=1$ eV and $\lambda=0.08$ nm. The bond-length change $\delta$ is drawn independently for each bond, uniformly within $\pm0.02$ nm. An s orbital has no direction, so the coupling depends on distance alone.

Chebyshev polynomials need a spectrum inside a known interval. Take an eigenvector $\psi$ and its component $\psi_i$ of largest magnitude. Then

$$|\varepsilon||\psi_i|\le\sum_j|H_{ij}||\psi_j|\le|\psi_i|\sum_j|H_{ij}| .$$

No eigenvalue therefore exceeds the largest row sum in magnitude. For six neighbours this gives the half-window

$$a=\frac W2+6t\,e^{0.02/0.08}=1+6(1.284)=8.704\ \text{eV}.$$

Write $E=a\cos\theta$, $x=E/a$ and $T_n(x)=\cos n\theta$. Levels lie strictly inside the window except for random draws of zero probability.

## From diagonalization to moments

The direct method is to find every $\varepsilon_k$. For $L=40$, $N=64000$, and a dense double-precision matrix occupies $8N^2$ bytes, about 33 GB. The work grows as $N^3$. Yet $H$ has only seven nonzero entries per row, so multiplying a vector by it costs work proportional to $N$. The scheme should use such products alone.

Since $|dE|=a\sin\theta\,d\theta$, the density in angle is $D(\theta)=a\sin\theta\,\rho(E)$. Its cosine coefficients are

$$\mu_n=\int_0^\pi D(\theta)\cos n\theta\,d\theta=\frac1N\sum_kT_n(\varepsilon_k/a)=\frac1N\operatorname{Tr}T_n(H/a).$$

On $(0,\pi)$ the cosines are orthogonal, with squared norm $\pi$ for $n=0$ and $\pi/2$ otherwise. Hence, as a formal series,

$$\rho(E)=\frac{1}{\pi a\sin\theta}\left[\mu_0+2\sum_{n\ge1}\mu_n\cos n\theta\right],\qquad \mu_0=1 .$$

For a starting vector $v$, define $\alpha_n=T_n(H/a)v$. The identity $\cos(n+1)\theta+\cos(n-1)\theta=2\cos\theta\cos n\theta$ gives

$$\alpha_0=v,\quad \alpha_1=(H/a)v,\quad \alpha_{n+1}=2(H/a)\alpha_n-\alpha_{n-1}.$$

One moment per product would waste half the information. From $2T_mT_n=T_{m+n}+T_{|m-n|}$ and the symmetry of $H$, the unnormalized moments $m_n=v^TT_n(H/a)v$ obey

$$m_{2n}=2\alpha_n^T\alpha_n-m_0,\qquad m_{2n+1}=2\alpha_{n+1}^T\alpha_n-m_1 .$$

Thus $M=512$ moments, $n=0,\dots,511$, require 256 products per vector.

## Truncation and positive damping

Stopping the series abruptly at $M$ terms replaces each level by an oscillating peak with negative lobes. For a lattice with $L=11$ and $N=1331$, using moments computed from all its eigenvalues, the truncated density falls to about $-0.09$ eV$^{-1}$. This minimum lies near the upper edge of the window, outside the band, where the factor $1/\sin\theta$ enlarges the oscillations. It is not sampling noise, because no random vector was used.

Multiply $\mu_n$ by damping factors $g_n$, with $g_0=1$. A level at angle $\theta_k$ then contributes

$$1+2\sum_{n=1}^{M-1}g_n\cos n\theta\cos n\theta_k
=\frac{F(\theta-\theta_k)+F(\theta+\theta_k)}2,$$

$$F(\phi)=1+2\sum_{n=1}^{M-1}g_n\cos n\phi .$$

The product formula for cosines gives the equality. To make $F$ non-negative, construct it as a square:

$$F(\phi)=\left|\sum_{\nu=0}^{M-1}a_\nu e^{i\nu\phi}\right|^2,\qquad
g_n=\sum_{\nu=0}^{M-1-n}a_\nu a_{\nu+n},\qquad \sum_\nu a_\nu^2=1 .$$

Expanding the square and collecting equal differences of index gives these $g_n$. It remains to make the peak narrow. Its mean angular spread can be measured by

$$\frac1{2\pi}\int_{-\pi}^{\pi}F(\phi)(1-\cos\phi)\,d\phi=1-g_1 ,$$

so $g_1=\sum_\nu a_\nu a_{\nu+1}$ must be maximized at fixed norm. With a Lagrange multiplier $\kappa$, the stationary condition is

$$\tfrac12(a_{\nu-1}+a_{\nu+1})=\kappa a_\nu,\qquad a_{-1}=a_M=0 .$$

Its solutions are $a_\nu\propto\sin[q_j(\nu+1)]$ with $q_j=j\pi/(M+1)$ and $\kappa=\cos q_j$. Multiplying the condition by $a_\nu$ and summing shows that $g_1=\kappa$. The maximum has $j=1$; call that angle $q=\pi/(M+1)$.

The sum $\sum_{k=1}^{M}\sin^2qk$ equals $(M+1)/2$, because $\cos2qk$ sums to zero over $k=0,\dots,M$. Therefore

$$g_n=\frac2{M+1}\sum_{k=1}^{M-n}\sin qk\,\sin q(k+n)$$

$$=\frac1{M+1}\left[(M-n)\cos qn-\sum_{k=1}^{M-n}\cos q(2k+n)\right].$$

The last sum has mean argument $q(M+1)=\pi$, so it equals $\cos\pi\,\sin[q(M-n)]/\sin q=-\sin[q(n+1)]/\sin q$. Expanding this sine gives the Jackson factors

$$g_n=\frac{(M-n+1)\cos qn+\sin qn\cot q}{M+1}.$$

The damped density is

$$\rho_M(E)=\frac{1}{\pi a\sin\theta}\left[1+2\sum_{n=1}^{M-1}g_n\mu_n\cos n\theta\right].$$

It has unit area and cannot be negative. Its minimum on the angular grid used for the 1331-site example is $2.0\times10^{-8}$ eV$^{-1}$.

## The resolution bought by $M$ moments

Positivity costs resolution. For one level at $x_0$, the kernel multiplies the first and second Chebyshev moments by $g_1$ and $g_2$. Since $x^2=(1+T_2)/2$,

$$\langle x\rangle=g_1x_0,\qquad
\langle x^2\rangle=\tfrac12[1+g_2(2x_0^2-1)].$$

The variance in $x$ is therefore $(1-g_2)/2+x_0^2(g_2-g_1^2)$. Using $\sin2q\cot q=1+\cos2q$,

$$g_2=\frac{(M-1)\cos2q+1+\cos2q}{M+1}=\frac{M\cos2q+1}{M+1}.$$

With $1-\cos2q=2\sin^2q$ and $g_1^2=(1+\cos2q)/2$, the two combinations become

$$\frac{1-g_2}{2}=\frac{M\sin^2q}{M+1},\qquad
g_2-g_1^2=-\frac{(M-1)\sin^2q}{M+1}.$$

The standard deviation in energy is consequently

$$\sigma=a\sin q\sqrt{\frac{M(1-x_0^2)+x_0^2}{M+1}}
\simeq\frac{\pi a\sin\theta_0}{M}.$$

The approximation needs large $M$ and $M(1-x_0^2)\gg1$. At the window edge, $|x_0|\to1$, the width instead tends to about $\pi a/M^{3/2}$.

At $E=0$ the example gives $\sigma=0.0533$ eV and a full width at half maximum of 0.127 eV. Two sharp features much closer than the latter merge. At $E=-6.093$ eV, both the formula and quadrature of the kernel give $\sigma=0.03807$ eV.

A standard deviation does not describe the far tail. Let $S=\sum_{k=0}^{M}\sin(qk)e^{ik\phi}$, so that $F=2|S|^2/(M+1)$. Write the sine as two exponentials. Both geometric sums contain the factor $1+e^{i(M+1)\phi}$, because $e^{\pm i(M+1)q}=-1$:

$$S=\frac{1+e^{i(M+1)\phi}}{2i}
\left[\frac1{1-e^{i(\phi+q)}}-\frac1{1-e^{i(\phi-q)}}\right]$$

$$=\frac{1+e^{i(M+1)\phi}}2\,\frac{\sin q}{\cos\phi-\cos q}.$$

For the second line, the numerator of the bracket is $2ie^{i\phi}\sin q$ and its denominator is $2e^{i\phi}(\cos\phi-\cos q)$. Thus

$$F(\phi)=\frac{2\sin^2q\,\cos^2[(M+1)\phi/2]}
{(M+1)(\cos\phi-\cos q)^2}.$$

For $q\ll\phi\ll1$, replacing the rapid cosine squared by its mean, one half, gives

$$\overline F\simeq\frac{4\pi^2}{(M+1)^3\phi^4}.$$

The tail is algebraic. Doubling the angle between two maxima of the cosine factor, from $32q$ to $64q$, lowers $F$ by 15.72; the small-angle law gives 16. The kernel consequently puts false density in an empty gap. At fixed distance from the band, this density falls as $M^{-3}$ once it is averaged over the oscillation of the cosine factor. At a single energy it oscillates about that law.

## Replacing the full trace by random vectors

A trace evaluated site by site needs $N$ starting vectors. Instead, choose the components of $v$ independently as $\pm1$. For any real symmetric matrix $A$,

$$v^TAv=\operatorname{Tr}A+2\sum_{i<j}A_{ij}v_iv_j ,$$

since $v_i^2=1$. The second term has zero mean. Products belonging to different pairs are uncorrelated and have unit variance, so

$$\operatorname{Var}(v^TAv)=4\sum_{i<j}A_{ij}^2
=2\left[\operatorname{Tr}A^2-\sum_iA_{ii}^2\right].$$

At fixed $E$, let $K$ be the matrix with eigenvalues

$$K_k=\frac{F(\theta-\theta_k)+F(\theta+\theta_k)}{2\pi a\sin\theta}.$$

Then $\rho_M=\operatorname{Tr}K/N$. Averaging $R$ independent vectors gives

$$\operatorname{Var}\hat\rho_M(E)=\frac{2}{RN^2}
\left[\operatorname{Tr}K^2-\sum_iK_{ii}^2\right].$$

This formula can be evaluated for the 1331-site lattice from its eigenvectors. With 300 vectors, the observed one-vector noise agrees with it within 8% at the five energies in the numerical output. At $E=0$ the prediction is 0.0335 and the observation 0.0349 eV$^{-1}$. The mean should then have standard error $0.0335/\sqrt{300}=0.0019$ eV$^{-1}$. It differs from the broadened diagonalization result, 0.1363 eV$^{-1}$, by 0.0012 eV$^{-1}$.

A large lattice needs an estimate without eigenvectors. If many levels lie under the kernel and the density varies slowly across it, $\operatorname{Tr}K^2\simeq N\rho I$. Away from the window edges, one peak of the kernel dominates, and

$$I=\frac1{4\pi^2a\sin\theta}\int_{-\pi}^{\pi}F^2\,d\phi
=\frac{1+2\sum_{n=1}^{M-1}g_n^2}{2\pi a\sin\theta}.$$

The Cauchy–Schwarz inequality gives $\sum_iK_{ii}^2\ge N\rho_M^2$, with equality when all sites have the same smoothed local density. Taking equality yields

$$\operatorname{Var}\hat\rho_M\simeq\frac{2\rho(I-\rho)}{RN}.$$

For large $M$, set $u=n/M$, so $g(u)=(1-u)\cos\pi u+\pi^{-1}\sin\pi u$. In $\int_0^1g^2du$, the squared first term contributes $1/6+1/(4\pi^2)$; the squared second and the cross term contribute $1/(2\pi^2)$ each. Hence

$$I\simeq\frac{M}{\pi a\sin\theta}
\left(\frac16+\frac5{4\pi^2}\right).$$

At fixed $N$ and $R$, sharper resolution therefore raises the noise roughly as $\sqrt M$ when $I\gg\rho$. In the same limit the relative noise varies as $\sqrt{I/\rho}$. It grows towards a sparse band edge, where $\rho$ falls and $I$ rises as $1/\sin\theta$.

## The large calculation

Use $L=40$, $R=8$ and $M=512$. At $E=0$,

$$I\simeq\frac{512(0.2933)}{\pi(8.704)}=5.49\ \text{eV}^{-1}.$$

The computed density is 0.1400 eV$^{-1}$ per site, so its estimated standard error is

$$\sqrt{\frac{2(0.1400)(5.49-0.14)}{8(64000)}}
=0.0017\ \text{eV}^{-1},$$

or 1.2% of the density. At $-5$ eV the density is 0.0334 and the error 0.0009 eV$^{-1}$, a relative error of 2.8%. These are trace errors for one disorder sample; they do not include variation between samples.

Over 201 energies from $-5$ to 5 eV, the root-mean-square one-vector noise is 0.00426 eV$^{-1}$, against an estimate of 0.00408. The 4% excess is comparable with its own uncertainty. About 80 kernel widths fit in the range, and eight vectors give seven degrees of freedom at each. The relative uncertainty is thus roughly $1/\sqrt{2(80)(7)}=3\%$.

The second moment gives a check without diagonalization: $\mu_2=2\operatorname{Tr}H^2/(Na^2)-1$ follows from the matrix entries. That sum gives $-0.82630$; the random vectors give $-0.82643$.

With $d^{-3}=2.783\times10^{22}$ cm$^{-3}$ and two spins, the density at $E=0$ becomes

$$2(2.783\times10^{22})(0.1400)
=7.79\times10^{21}\ \text{cm}^{-3}\text{eV}^{-1}.$$

## Comparing spectra of different sizes

Pointwise agreement between the two lattices is poor at some energies. At $-4$ eV the small lattice has a broadened density of 0.027 eV$^{-1}$, while the large one gives 0.051. The trace error of the latter, 0.001, cannot explain this. At the larger density, only about eight of the 1331 levels would fall within the kernel's full width. Their spacing is not a matter of chance alone. The levels of a small clean periodic lattice form degenerate groups, and for $L=11$ and $t=1$ eV none lies between $-4.19$ and $-3.72$ eV. The disorder shifts and broadens these groups and narrows the gap, but it leaves the small sample without levels from about $-4.20$ to $-3.99$ eV. Six other disorder samples with $L=11$ give 0.025 to 0.036 eV$^{-1}$ at $-4$ eV, whereas samples with $L=10$ and $L=12$ give 0.068 to 0.083. The low density is therefore mainly a finite-size effect.

The integrated density is a steadier comparison. Integrating from $\theta$ to $\pi$ counts states below $E$:

$$C_M(E)=1-\frac\theta\pi-\frac2\pi
\sum_{n=1}^{M-1}\frac{g_n\mu_n\sin n\theta}{n}.$$

The exact count is a staircase, so the largest differences occur at its steps. From $-5$ to 5 eV, the small-lattice estimate differs from direct eigenvalue counting by at most 0.0028 per site, or 3.7 levels. The large-lattice count differs from that of the small lattice by at most 0.0083. The first number tests the algorithm on one Hamiltonian; the second also contains size and disorder differences. The numerical output samples only 401 energies and therefore shows smaller maxima, 0.0019 and 0.0075.

## Where the band edge sets a stricter requirement

The lowest level of the large sample, found separately by Lanczos iteration, is $-6.191$ eV. There $\sigma=0.0375$ eV, whereas $kT=0.0259$ eV at 300 K. For a Gaussian kernel and Boltzmann occupation, smearing one level multiplies its occupation by

$$\frac{1}{\sqrt{2\pi}\sigma}\int e^{-s^2/(2\sigma^2)}e^{-s/kT}\,ds
=e^{\sigma^2/(2k^2T^2)},$$

as follows by completing the square. The factor is 2.9 here. A calculation with Fermi occupation and the actual kernel gives 2.20. It uses the small lattice, moments from its eigenvalues, and a Fermi level 0.1 eV below its lowest level. Fermi occupation saturates below the Fermi level, which lowers the smeared density relative to the Boltzmann estimate. A Gaussian of the same width with Fermi occupation gives 2.30, so saturation accounts for most of the drop from 2.9. The non-Gaussian shape of the actual kernel accounts for the remaining 0.1. Smearing raises the electron density from $8.56\times10^{17}$ to $1.88\times10^{18}$ cm$^{-3}$. These are values for the small cell, not bulk densities, because its lowest level alone holds 99.98% of the unsmeared electrons. With the Fermi level again 0.1 eV below the lowest level, three samples with $L=24$ have unsmeared densities of only 1.3 to $1.5\times10^{17}$ cm$^{-3}$, and smearing multiplies them by 2.7 to 2.8.

Making $\sigma=kT$ takes 744 moments but still leaves a Boltzmann factor of $e^{1/2}=1.65$. With $M=4096$ the computed ratio for the small lattice is 1.016. Increasing $M$ alone is insufficient for a smooth edge, however. The first excitation of a clean lattice is $2t(1-\cos2\pi/L)$, or 0.025 eV at $L=40$. At $M=4096$, $\sigma$ is about 0.0047 eV, narrow enough to resolve this clean spacing. Disorder splits the degenerate clean levels, so neighbouring levels of the actual sample can lie closer together and still merge. Bringing the clean spacing down to this width requires $L\approx92$.

The algebraic tail sets another limit. Between 0.4 and 0.6 eV below the lowest level of the large sample, where it has no states, the method reports a mean of $2.1\times10^{16}$ cm$^{-3}$ eV$^{-1}$. A calculated gap density must be shown to survive an increase of $M$ before it is assigned to the material.

## Relation to amorphous In-Ga-Zn oxide

The spacing and hopping put the model in the rough regime of the metal-s conduction band of amorphous In-Ga-Zn oxide, whose electron mass is roughly $0.35m_e$. Near the clean band minimum, $E=-2t\sum_i\cos k_id$ has curvature $2td^2$, so $m^*=\hbar^2/(2td^2)=0.350m_e$. One omission, second-neighbour hopping, is sized here. The same distance law gives $t_2=t\,e^{-(\sqrt2-1)0.33/0.08}=0.181$ eV. Its twelve neighbours add $8t_2d^2$ to the curvature and reduce the mass to $0.203m_e$, by 42%. They also lower the small sample's lowest level by 2.13 eV. The hoppings would then have to be refitted. Real films also have correlated bond lengths, non-cubic connectivity and oxygen-related defects, whose effects are not sized here. Several eV above the edge, other orbitals may mix in, so the mid-band density tests the algorithm rather than predicts a film's density. The numerical output lists the remaining values.

## Table of computed values

```
Spacing 0.33 nm; site density 2.783e+22 cm^-3
Hopping 1.00 eV; site-energy width 2.00 eV
Bond change 0.020 nm; decay 0.080 nm
Hopping range 0.779 to 1.284 eV
Half-window a 8.7042 eV; moments M 512
Small lattice L 11, sites 1331, vectors 300
Large lattice L 40, sites 64000, vectors 8
Matrix products per vector 256
Jackson g1 0.99998125; tail ratio at doubled angle 15.718
Kernel sigma at E=0: 0.05325 eV
Kernel full width at half maximum, E=0: 0.12675 eV
Kernel sigma at E=-6.093 eV: formula 0.038065, quadrature 0.038065 eV
Small lattice: E (eV), exact broadened DOS, sampled DOS,
  predicted and observed one-vector noise (all eV^-1 per site)
   -4.0  0.027144  0.027549  0.015924  0.015284
   -2.0  0.084002  0.085249  0.025571  0.025651
    0.0  0.136266  0.135105  0.033505  0.034882
    2.0  0.119928  0.120843  0.031587  0.032602
    4.0  0.034944  0.033121  0.018800  0.017476
Largest small-lattice state-count error 0.00194 per site
Minimum DOS: Jackson 2.035e-08, undamped -8.729e-02 eV^-1
Large lattice: E (eV), DOS and standard error (eV^-1 per site),
  DOS with both spins (cm^-3 eV^-1)
   -5.0 0.033444 0.000935 1.8613e+21
   -4.0 0.050503 0.001101 2.8106e+21
   -2.0 0.130806 0.001680 7.2797e+21
    0.0 0.140009 0.001713 7.7919e+21
    2.0 0.126793 0.001655 7.0564e+21
    4.0 0.049187 0.001087 2.7374e+21
Large one-vector RMS noise: observed 0.004258, estimated 0.004084 eV^-1
Second moment mu2: sampled -0.826426, exact -0.826299
Largest count difference between sizes 0.00751 per site
Large-lattice lowest level -6.19086 eV
Kernel sigma at this edge 0.03747 eV
kT at 300 K 0.02585 eV; M for sigma=kT 744
Mean false DOS 0.4-0.6 eV below edge 2.073e+16 cm^-3 eV^-1
Small-lattice lowest level -6.17811 eV; Fermi -6.27811 eV
Exact-level electron density 8.5600e+17 cm^-3
Smeared/exact density: M=512: 2.2003; M=4096: 1.0158
Omitted second-neighbour hopping 0.1811 eV
Its shift of the small-lattice lowest level -2.1327 eV
Clean edge mass 0.3499 m_e; with second neighbours 0.2029 m_e
```
